# Does Rough-Copper Loss Stop at Twice the Smooth Value?

**The argument under review.** The argument concerns a signal trace on roughened copper foil. It describes the extra conductor loss by Hammerstad's correction,

$$K_{\rm H}=1+\frac{2}{\pi}\arctan\!\left[1.4\left(\frac{\Delta}{\delta}\right)^2\right],$$

where $K$ is the loss of the rough surface divided by that of a flat one carrying the same current, $\Delta$ is the rms height and $\delta$ the skin depth. It notes that $K_{\rm H}\to2$ at high frequency and concludes that roughness has done its worst once the current follows the surface, so that a factor of two is a safe upper bound.

The first observation is correct and the conclusion does not follow. For large argument $X$, $\arctan X=\pi/2-\arctan(1/X)\approx\pi/2-1/X$, so

$$K_{\rm H}\approx 2-\frac{2}{1.4\,\pi}\left(\frac{\delta}{\Delta}\right)^2 .$$

The limit is the same for every $\Delta$, whether the surface is gently rippled or covered with nodules. It comes from the arctangent and its prefactor. Whether conduction itself imposes a limit has to be settled from the fields.

**The reference loss.** I use the time factor $e^{-i\omega t}$, peak amplitudes, a nonmagnetic metal of conductivity $\sigma$ obeying Ohm's law locally, and features much smaller than the wavelength. In the metal $\nabla^2H=-k^2H$ with $k^2=i\omega\mu_0\sigma=2i/\delta^2$, hence $k=(1+i)/\delta$. Below a flat surface $H=H_0e^{ikz}$, so $|J|=|dH/dz|=(\sqrt2/\delta)H_0e^{-z/\delta}$. The power per area is

$$\frac{1}{2\sigma}\int_0^\infty |J|^2dz=\frac{1}{2\sigma}\,\frac{2}{\delta^2}\,\frac{\delta}{2}H_0^2=\tfrac12R_sH_0^2,\qquad R_s=\frac{1}{\sigma\delta}.$$

The surface impedance is $Z_s=-ik/\sigma=R_s(1-i)$, and the definition of $\delta$ gives $\omega\mu_0=2R_s/\delta$. Carrying the same current means having the same mean tangential field $H_0$.

**What one sphere absorbs.** Huray's model represents the nodules by metal spheres above a flat base, each in the undisturbed field $H_0$. Take the polar axis along $H_0$. Outside a sphere of radius $a$ the field is uniform plus that of an induced dipole $m=4\pi a^3\beta H_0$. At the surface,

$$H_r=H_0(1+2\beta)\cos\theta,\qquad H_\theta=H_0(\beta-1)\sin\theta .$$

The induced electric field circles the axis, $E_\phi=e\sin\theta$. The radial part of $\nabla\times\mathbf E=i\omega\mu_0\mathbf H$ gives

$$\frac{2e}{a}=i\omega\mu_0H_0(1+2\beta).$$

Huray's loss factor follows if the sphere is given the impedance of a flat surface. Since $\hat\phi\times\hat\theta=-\hat r$, the inward power flow is $\tfrac12{\rm Re}(E_\phi H_\theta^*)$. An absorbing surface therefore has $E_\phi=+Z_sH_\theta$, or $e=R_s(1-i)H_0(\beta-1)$. Insert this and $\omega\mu_0=2R_s/\delta$, multiply by $\delta/(2iR_sH_0)$, and use $(1-i)/i=-(1+i)$:

$$-(1+i)\frac{\delta}{a}(\beta-1)=1+2\beta=3+2(\beta-1).$$

Collecting the terms in $\beta-1$,

$$\beta-1=\frac{-3}{2+(1+i)\delta/a},\qquad |\beta-1|^2=\frac{9}{(2+\delta/a)^2+(\delta/a)^2}=\frac{9/4}{1+\delta/a+\delta^2/2a^2}.$$

The absorbed power is $\tfrac12R_sH_0^2|\beta-1|^2\int\sin^2\theta\,dA$, and the integral equals $2\pi a^2\int_0^\pi\sin^3\theta\,d\theta=8\pi a^2/3$. With $N$ equal spheres on base area $A$, and the base itself counted at its flat value,

$$K=1+\frac{6\pi Na^2/A}{1+\delta/a+\delta^2/2a^2}.$$

As $\delta\to0$ the numerator remains. It is $3/2$ times the relative sphere area $4\pi Na^2/A$, because the field crowds to $\tfrac32H_0$ at the equator and the surface mean of $(\tfrac32\sin\theta)^2$ is $\tfrac94\cdot\tfrac23=\tfrac32$. In terms of the projected coverage $c=N\pi a^2/A$,

$$K\to1+6c .$$

In this model the high-frequency loss more than doubles once $c>1/6$. The model also saturates, but at a value set by the geometry.

**An objection to Huray's formula, and its repair.** A defender of the bound could reply that one approximate formula has been exchanged for another. The reply has force: a flat-surface impedance is unjustified when $\delta$ is comparable with $a$. The sphere must then be solved inside as well.

Write the vector potential in the sphere as $A_\phi=\mu_0H_0\,[u(r)/r]\sin\theta$. The diffusion equation becomes

$$u''-\frac{2u}{r^2}+k^2u=0,$$

whose solution regular at the centre is $u=C\,[\sin(kr)/(kr)-\cos(kr)]$. Outside, $u/r$ is replaced by $r/2+\beta a^3/r^2$. Both $A_\phi$ and its radial derivative are continuous at $r=a$. The combination $(u/r)'+2(u/r)/a$ removes $\beta$ and equals $3/2$, which in terms of $u$ reads $u'(a)+u(a)/a=3a/2$. Let $x=ka$. The left side, applied to the solution, is

$$Ck\left[\frac{\cos x}{x}-\frac{\sin x}{x^2}+\sin x+\frac{\sin x}{x^2}-\frac{\cos x}{x}\right]=Ck\sin x ,$$

so $C=3a/(2k\sin x)$. Continuity of $A_\phi$ then gives

$$\beta=\frac{u(a)}{a^2}-\frac12=-\frac{G}{2},\qquad G=1-\frac{3}{x^2}+\frac{3\cot x}{x}.$$

For the power, use $E_\phi=i\omega A_\phi=i\omega\mu_0H_0a(\tfrac12+\beta)\sin\theta$. The imaginary part of $(\tfrac12+\beta)(\beta^*-1)$ is $-\tfrac32{\rm Im}\,\beta$, so

$$P=\tfrac12\omega\mu_0H_0^2a\,\frac{8\pi a^2}{3}\,\frac32\,{\rm Im}\,\beta=\tfrac12R_sH_0^2\,\frac{8\pi a^3}{\delta}\,{\rm Im}\,\beta .$$

Dividing by $\tfrac12R_sH_0^2\,6\pi a^2$ and writing $s=a/\delta$, $x=(1+i)s$, the loss factor is

$$F=\frac{4s}{3}{\rm Im}\,\beta=2s\,{\rm Im}\!\left[\frac1{x^2}-\frac{\cot x}{x}\right].$$

Here $1/x^2=-i/(2s^2)$, $1/x=(1-i)/(2s)$ and $\cot x=(\sin2s-i\sinh2s)/(\cosh2s-\cos2s)$. Hence

$$F=\frac{\sinh2s+\sin2s}{\cosh2s-\cos2s}-\frac1s .$$

This replaces Huray's factor $1/(1+1/s+1/2s^2)$. For $s\gg1$ both are $1-1/s$ to first order in $1/s$, so the limit $1+6c$ stands. For $s\ll1$ the applied field penetrates the sphere and $|E_\phi|=\omega\mu_0H_0r\sin\theta/2$. Integrating $\tfrac12\sigma|E_\phi|^2$ over the volume gives

$$P=\tfrac12\sigma\,\frac{\omega^2\mu_0^2H_0^2}{4}\,\frac{8\pi a^5}{15},\qquad F\approx\frac{4s^3}{45},$$

where $\sigma\omega^2\mu_0^2=4R_s/\delta^3$ was used. Huray's factor goes as $2s^2$ instead. At $s=1$ it gives 0.400, whereas the closed form and a separate numerical solution of the radial equation both give 0.0856. Huray's formula thus proves too much near $a\approx\delta$, and a crossing of $K=2$ there should not be trusted.

**Spheres that shield one another.** The other weak point is the undisturbed field. Each dipole opposes $H_0$ inside its sphere and alters the field at its neighbours. For a periodic layer, let $S$ be the sum of $(3X^2/R^2-1)/R^3$ over all other spheres and all images in the base. Here $\mathbf R$ is the vector from the sphere considered and $X$ its component along $H_0$. The images are parallel to the dipoles, which makes the normal field vanish on the base, taken as a perfect conductor for this purpose. With $m=-2\pi a^3GH_{\rm loc}$,

$$H_{\rm loc}=H_0+\frac{mS}{4\pi}\quad\Rightarrow\quad H_{\rm loc}=\frac{H_0}{1+a^3GS/2},$$

and the sphere loss is multiplied by $|H_{\rm loc}/H_0|^2$.

Could the spheres also relieve the base of its loss? Not if they are electrically isolated from it and $\delta$ is small. No current leaves a sphere, so $\int J_y\,dV=\oint y\,\mathbf J\cdot d\mathbf A=0$, with $y$ the direction of the trace current. By Ampère's law the mean tangential field is then equal above and below the layer. The mean on the base remains $H_0$, and the mean square cannot be less than the square of the mean. The base loses at least its flat value.

**Numbers for one layer.** Take a metal like copper, its resistivity set for this example to 1.72 µΩ·cm, and spheres of radius 1 µm on a square lattice of pitch 3 µm, their centres 1.2 µm above the base. Then $c=\pi/9=0.349$, about twice the threshold, and $6c=2.094$. Seen from above, this layer has $\Delta=0.90$ µm, which I use in Hammerstad's formula so that all columns refer to the same surface.

| $f$ (GHz) | $\delta$ (µm) | Hammerstad | Huray | full sphere | coupled |
|---|---|---|---|---|---|
| 1 | 2.087 | 1.16 | 1.40 | 1.02 | 1.02 |
| 10 | 0.660 | 1.77 | 2.12 | 1.54 | 1.53 |
| 20 | 0.467 | 1.88 | 2.33 | 2.04 | 2.00 |
| 50 | 0.295 | 1.95 | 2.56 | 2.48 | 2.37 |
| 100 | 0.209 | 1.98 | 2.70 | 2.66 | 2.50 |

At 50 GHz, $s=1/0.2952=3.388$ and $F=0.708$, so the isolated spheres give $K=1+2.094\times0.708=2.48$. Coupling lowers this to 2.37, still more than double. The coupled column keeps only dipoles and treats the base as a perfect mirror, although the 0.2 µm gap is smaller than $\delta$. Higher multipoles and the finite skin depth of the base, with its added loss included, lower the tabulated entries by less than 0.01, to 2.36 at 50 GHz. Above 100 GHz the correction changes sign, and it reaches $+0.05$ at zero skin depth, mostly from the added base loss.

The table also corrects the opposite exaggeration. Huray's formula passes 2 at 7 GHz, the full isolated sphere at 19 GHz and the coupled estimate at 20 GHz. At 10 GHz Hammerstad's value lies above the full-sphere result. For this layer it errs in both directions, depending on frequency.

The dipole treatment of coupling was compared with a full field calculation of the same layer at zero skin depth. In units of the flat loss, the spheres absorb 1.82 in the dipole estimate and 1.83 to 1.84 in the full calculation, the last digit depending on its resolution. The base absorbs 1.04, in accord with the lower bound. The total is $K=2.87$, against 3.09 for independent spheres.

**A case without spheres.** The bound also fails for a surface in full metallic contact. Let straight grooves run across the current. The magnetic field then points along the grooves, $\mathbf H=H(x,z)\hat y$, where $x$ is now the current direction and $z$ the height. In the air $\nabla\times\mathbf H=0$ gives $\partial H/\partial x=\partial H/\partial z=0$, so $H=H_0$ down to the groove floor. If $\delta$ is small compared with every width, each element of surface absorbs $\tfrac12R_sH_0^2$ per area, and $K$ is the profile length divided by the period. For rectangular grooves of depth $D$ and period $p$,

$$K\to1+\frac{2D}{p}.$$

This grows with $D$ without a ceiling, as long as $D$ stays far below the wavelength. Ridges with flanks inclined at angle $\alpha$ give $1/\cos\alpha$, which is 2 at $60^\circ$. A limit of two thus belongs to particular profiles.

For $p=4$ µm, teeth 2 µm wide and $D=3$ µm, the limit is 2.5. Solving the diffusion equation in the metal at 50 GHz gives 2.40. Halving the skin depth gives 2.45, so the shortfall also halves, as expected if it comes from corner regions of size $\delta$. A groove 1 µm deeper, at the original skin depth, gives 2.90, an increase close to the predicted $2/p$ per micrometre. Hammerstad's formula, with this profile's rms height of 1.5 µm, gives 1.98 for the 3 µm groove.

**How far this carries over to foil.** Copper foil treated for adhesion carries nodules, but a radius of 1 µm is at the large end of their range, and the example is not a model of a particular product. Real nodules vary in size, pile up and are joined to the base. Size matters greatly. At 50 GHz and the same coverage, isolated spheres of radius $2\delta=0.59$ µm have $F=0.449$ and $K=1+2.094\times0.449=1.94$, below two. If the whole layer is scaled, $K$ depends only on $a/\delta$, so the frequency at which it passes 2 moves as $1/a^2$: from about 20 GHz at $a=1$ µm to about 80 GHz at 0.5 µm and above 200 GHz at 0.3 µm. Shielding by the neighbours in a single layer, together with the images in the base, removes 0.11 from $K$ at 50 GHz. In a pile it may remove more, and neither that nor the effect of the necks has been calculated here.

Other omissions can be sized at 50 GHz. The electric field $E_0$ normal to the base drives a surface current $\tfrac32\omega\varepsilon E_0a\sin\theta$ on a sphere, against $\tfrac32H_0\sin\theta$ from the magnetic field. For a wave in the laminate the loss ratio is about $6\times10^{-6}$ at this skin depth, and its zero-skin-depth value is $(2\pi a/\lambda)^2\approx4\times10^{-6}$, with $\lambda=3.2$ mm for a rough relative permittivity of 3.5. A resistivity 25% higher, as in copper some 60 K warmer, changes the coupled $K$ from 2.37 to 2.31, relative to an equally hot flat surface. The electron mean free path is about 0.13 of the skin depth, so local Ohm's law is an approximation that worsens as frequency rises.

**Recommendation.** The claim of a safe upper bound should be withdrawn. Hammerstad's formula may be kept as a fit where it has been checked against the surface in use. Where nodules are several skin depths in radius and cover well over a sixth of the base, a loss margin of two is not assured. For the layer above at 50 GHz, the coupled estimate exceeds Hammerstad's value by about 21%. The remaining values are in the numerical output.

## Table of computed values

```
resistivity: 1.72 microohm cm
sphere radius, pitch, centre height: 1.0, 3.0, 1.2 um
base area per sphere: 9.00 um^2
projected coverage c: 0.3491 (threshold 0.1667)
geometry factor 6 pi a^2/A: 2.0944
Huray limit of K at zero skin depth: 3.0944
rms height of sphere layer: 0.9006 um
f (GHz), skin depth (um), K: Hammerstad, Huray, exact, coupled
      1 2.0873  1.162 1.398 1.020 1.020
      5 0.9335  1.583 1.884 1.218 1.217
     10 0.6601  1.767 2.115 1.540 1.532
     20 0.4667  1.879 2.329 2.041 1.998
     50 0.2952  1.951 2.564 2.483 2.370
    100 0.2087  1.976 2.702 2.657 2.504
a/skin depth, loss factor: Huray, exact closed form, numerical
  0.500  0.2000 0.0111 0.0111
  1.000  0.4000 0.0856 0.0856
  2.000  0.6154 0.4489 0.4489
  4.000  0.7805 0.7506 0.7506
  3.388  0.7470 0.7079 0.7079
K = 2 reached, Huray: 7.06 GHz
K = 2 reached, exact isolated sphere: 18.90 GHz
K = 2 reached, coupled spheres: 20.07 GHz
isolated sphere, mean (Ht/H0)^2, numerical: 1.5000
dipole lattice sum S with images: 0.1443 1/um^3
coupling factor on loss, zero skin depth: 0.8700
sphere loss, dipole coupling: 1.8220 of flat
sphere loss, full field: 1.8348 of flat
mean tangential field on base: 1.0001 H0
base loss, full field: 1.0381 of flat
K of full layer at zero skin depth: 2.8729
groove period, tooth width, depth: 4.0, 2.0, 3.0 um
groove profile length / period: 2.500
groove K at 50 GHz, numerical: 2.398
groove K at half that skin depth: 2.451
groove K at 50 GHz, 1 um deeper: 2.897
groove rms height: 1.500 um
groove K by Hammerstad: 1.982
wavelength in laminate at 50 GHz: 3205 um
electric / magnetic sphere loss: 3.8e-06
electron mean free path: 0.0382 um
mean free path / skin depth: 0.129
coupled K at 50 GHz, resistivity +25%: 2.313
```
